# Oxygen scavenging from silica: the chemical-potential condition and its limits: verification in Python

```python
"""
Result under test: SiO2 -> Si + 2 O(in metal) lowers the Gibbs energy
if and only if mu_O < mu_star = (g_SiO2 - mu_Si)/2.

Symbols: g_SiO2 and mu_Si are free energies per formula unit and per atom;
mu_O is the chemical potential of oxygen dissolved in the metal;
theta is the filled fraction of oxygen sites; f0 is the site free energy;
w is the mean-field interaction energy (positive means repulsion).
Energies are in eV, lengths in nm. Oxygen is referred to half an O2
molecule at standard pressure and the same temperature; pure Si is zero.
All material parameters are round model values.
"""
import numpy as np
from scipy.constants import k, e
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln

T = 1000.0
kT = k * T / e
g_oxide = -7.0          # free energy of the oxide per formula unit
oxide_density = 20.0    # formula units per nm^3
site_density = 50.0     # oxygen sites per nm^3 of metal
oxide_thickness = 1.0   # initial oxide thickness
area = 1000.0           # area of the explicitly counted stack, nm^2
w_rep = 0.8


def metal_free_energy(N, M, f0, w):
    """Free energy of N oxygen atoms on M sites, by counting arrangements."""
    log_count = gammaln(M + 1) - gammaln(N + 1) - gammaln(M - N + 1)
    return f0 * N + w * N**2 / (2 * M) - kT * log_count


def mu_oxygen(theta, f0, w):
    return f0 + w * theta + kT * np.log(theta / (1 - theta))


def threshold(g_ox, mu_si):
    return (g_ox - mu_si) / 2


def predicted_end(L, f0, theta0, mu_si):
    """End state from the equilibrium condition and oxygen conservation."""
    target = threshold(g_oxide, mu_si)
    theta_eq = brentq(lambda t: mu_oxygen(t, f0, w_rep) - target,
                      1e-14, 1 - 1e-14, xtol=1e-15)
    removed = L * site_density * (theta_eq - theta0) / (2 * oxide_density)
    if removed <= oxide_thickness:
        return theta_eq, theta_eq, removed
    theta_end = theta0 + (2 * oxide_density * oxide_thickness
                          / (L * site_density))
    return theta_eq, theta_end, oxide_thickness


def counted_end(L, f0, theta0, mu_si):
    """Thermal average over every allowed number of reaction events."""
    M = int(round(site_density * L * area))
    K = int(round(oxide_density * oxide_thickness * area))
    N0 = int(round(theta0 * M))
    events = np.arange(-(N0 // 2), min(K, (M - N0) // 2) + 1, dtype=float)
    N = N0 + 2 * events
    G = events * (mu_si - g_oxide) + metal_free_energy(N, M, f0, w_rep)
    weight = np.exp(-(G - G.min()) / kT)
    weight /= weight.sum()
    return (weight @ N) / M, (weight @ events) / (oxide_density * area)


# Criterion against the free-energy change of one whole reaction event.
rng = np.random.default_rng(7)
M_test = 10**6
n_down = n_up = 0
largest_error = 0.0
for _ in range(2000):
    f0, w = rng.uniform(-4.5, -2.5), rng.uniform(0.0, 1.0)
    mu_si = rng.uniform(-3.0, 3.0)
    g_ox = mu_si - rng.uniform(5.0, 9.0)
    N = float(rng.integers(10**4, 95 * 10**4))
    event = (mu_si - g_ox + metal_free_energy(N + 2, M_test, f0, w)
             - metal_free_energy(N, M_test, f0, w))
    margin = mu_oxygen(N / M_test, f0, w) - threshold(g_ox, mu_si)
    largest_error = max(largest_error, abs(event - 2 * margin))
    if abs(margin) < 1e-4:   # finite-size corrections could decide the sign
        continue
    assert (event < 0) == (margin < 0)
    n_down += event < 0
    n_up += event > 0
assert n_down > 100 and n_up > 100
assert largest_error < 1e-4

# Limit of attraction beyond which mu_O no longer rises everywhere.
M_small = 2000
N_all = np.arange(0, M_small + 1, dtype=float)
for factor, always_rises in ((-3.9, True), (-4.1, False)):
    F = metal_free_energy(N_all, M_small, -3.0, factor * kT)
    assert bool(np.all(np.diff(F, 2) > 0)) == always_rises

print(f"Temperature: {T:.0f} K; kT = {kT:.5f} eV")
print(f"Oxide free energy relative to silicon and O2: {g_oxide:.2f} eV")
print(f"Threshold mu_star, pure silicon: {threshold(g_oxide, 0):.3f} eV")
print(f"Oxide: {oxide_thickness:.1f} nm, {oxide_density:.0f} units/nm^3")
print(f"Metal oxygen-site density: {site_density:.0f} per nm^3")
print(f"Repulsion w: {w_rep:.2f} eV")
print(f"Attraction limit -4kT: {-4 * kT:.4f} eV")
print(f"Random criterion cases: {n_down} downhill, {n_up} uphill")

# Columns: label, metal thickness, f0, initial theta, mu_Si.
cases = [
    ("strong, thin metal", 1.0, -3.8, 0.01, 0.0),
    ("strong, thick metal", 5.0, -3.8, 0.01, 0.0),
    ("weak, some oxygen", 5.0, -2.9, 0.01, 0.0),
    ("weak, oxygen-free", 5.0, -2.9, 0.0, 0.0),
    ("weak, bound silicon", 5.0, -2.9, 0.01, -0.6),
]
removed_by_case = {}
for label, L, f0, theta0, mu_si in cases:
    theta_eq, theta_end, removed = predicted_end(L, f0, theta0, mu_si)
    theta_count, removed_count = counted_end(L, f0, theta0, mu_si)
    # One reaction event changes these averages by less than the tolerances.
    assert abs(theta_end - theta_count) < 5e-5
    assert abs(removed - removed_count) < 1e-4
    mu_star = threshold(g_oxide, mu_si)
    if theta0 > 0:
        mu_start = mu_oxygen(theta0, f0, w_rep)
        assert (mu_start < mu_star) == (removed_count > 0)
        start = f"{mu_start:.4f} eV"
    else:
        assert removed_count > 0
        start = "minus infinity"
    removed_by_case[label] = removed_count
    print(f"Case {label}: L = {L:.0f} nm, f0 = {f0:.1f} eV, "
          f"theta0 = {theta0:.2f}, mu_Si = {mu_si:.1f} eV")
    print(f"  initial mu_O = {start}; mu_star = {mu_star:.3f} eV")
    print(f"  theta_eq = {theta_eq:.6f}; final theta = {theta_end:.6f}; "
          f"final mu_O = {mu_oxygen(theta_end, f0, w_rep):.4f} eV")
    print(f"  oxide removed: formula {removed:.5f} nm, "
          f"statistical sum {removed_count:.5f} nm")
assert removed_by_case["weak, some oxygen"] < 0
assert removed_by_case["weak, bound silicon"] > 0

# Strong attraction: first event uphill, large transfer downhill.
f_att, w_att, theta_start, M_att = -3.15, -0.8, 0.05, 200000
mu_star = threshold(g_oxide, 0.0)
N = np.arange(int(theta_start * M_att), M_att + 1, 2, dtype=float)
G = metal_free_energy(N, M_att, f_att, w_att) - mu_star * N
G -= G[0]
best = int(np.argmin(G))
theta_best = N[best] / M_att
mean_counted = G[best] / (N[best] - N[0])
integral = quad(lambda t: mu_oxygen(t, f_att, w_att) - mu_star,
                theta_start, theta_best, epsabs=1e-11)[0]
mean_integral = integral / (theta_best - theta_start)
assert G[1] > 0 and G[best] < 0
assert abs(mean_counted - mean_integral) < 1e-5
assert abs(mu_oxygen(theta_best, f_att, w_att) - mu_star) < 1e-3
print(f"Attractive case: f0 = {f_att:.2f} eV, w = {w_att:.2f} eV, "
      f"theta0 = {theta_start:.2f}")
print(f"  initial mu_O: {mu_oxygen(theta_start, f_att, w_att):.4f} eV")
print(f"  first event, free-energy change: {G[1]:.4f} eV")
print(f"  theta at lowest free energy: {theta_best:.4f}")
print(f"  mean change per O moved: sum {mean_counted:.5f} eV, "
      f"integral {mean_integral:.5f} eV")

print("checks complete")
```

Printed output:

```
Temperature: 1000 K; kT = 0.08617 eV
Oxide free energy relative to silicon and O2: -7.00 eV
Threshold mu_star, pure silicon: -3.500 eV
Oxide: 1.0 nm, 20 units/nm^3
Metal oxygen-site density: 50 per nm^3
Repulsion w: 0.80 eV
Attraction limit -4kT: -0.3447 eV
Random criterion cases: 802 downhill, 1198 uphill
Case strong, thin metal: L = 1 nm, f0 = -3.8 eV, theta0 = 0.01, mu_Si = 0.0 eV
  initial mu_O = -4.1880 eV; mu_star = -3.500 eV
  theta_eq = 0.412910; final theta = 0.412910; final mu_O = -3.5000 eV
  oxide removed: formula 0.50364 nm, statistical sum 0.50364 nm
Case strong, thick metal: L = 5 nm, f0 = -3.8 eV, theta0 = 0.01, mu_Si = 0.0 eV
  initial mu_O = -4.1880 eV; mu_star = -3.500 eV
  theta_eq = 0.412910; final theta = 0.170000; final mu_O = -3.8006 eV
  oxide removed: formula 1.00000 nm, statistical sum 1.00000 nm
Case weak, some oxygen: L = 5 nm, f0 = -2.9 eV, theta0 = 0.01, mu_Si = 0.0 eV
  initial mu_O = -3.2880 eV; mu_star = -3.500 eV
  theta_eq = 0.000937; final theta = 0.000937; final mu_O = -3.5000 eV
  oxide removed: formula -0.05664 nm, statistical sum -0.05664 nm
Case weak, oxygen-free: L = 5 nm, f0 = -2.9 eV, theta0 = 0.00, mu_Si = 0.0 eV
  initial mu_O = minus infinity; mu_star = -3.500 eV
  theta_eq = 0.000937; final theta = 0.000937; final mu_O = -3.5000 eV
  oxide removed: formula 0.00586 nm, statistical sum 0.00586 nm
Case weak, bound silicon: L = 5 nm, f0 = -2.9 eV, theta0 = 0.01, mu_Si = -0.6 eV
  initial mu_O = -3.2880 eV; mu_star = -3.200 eV
  theta_eq = 0.024024; final theta = 0.024024; final mu_O = -3.2000 eV
  oxide removed: formula 0.08765 nm, statistical sum 0.08765 nm
Attractive case: f0 = -3.15 eV, w = -0.80 eV, theta0 = 0.05
  initial mu_O: -3.4437 eV
  first event, free-energy change: 0.1126 eV
  theta at lowest free energy: 0.9943
  mean change per O moved: sum -0.05281 eV, integral -0.05281 eV
checks complete
```
